Mutual depolarisation of adsorbate dipoles on a square lattice

Place two identical atoms on a surface a distance r apart. Each carries an electric dipole perpendicular to the surface, of moment p0 when the other is far away. Let p0 point outward, as it does when part of an atom's electron cloud is displaced towards the substrate. Beside a dipole the electric field points opposite to the dipole, so each atom sits in a field that pushes its moment down. With k = 1/(4πε0), that field is

E = −kp/r³,

where p is the moment that the atoms actually have. If each moment responds linearly to the field, with polarisability volume α, then

p = p0 + αE/k = p0 − αp/r³.

The unknown p stands on both sides because the weakened dipoles produce a weakened field. Collecting the terms in p gives

p(1 + α/r³) = p0, so p = p0/(1 + α/r³).

A full layer differs from the pair only in the number of neighbours. For a square lattice the factor 1/r³ becomes a sum over all other sites.

The polarisability volume is defined by (induced moment) = 4πε0αE, so α has the dimension of length cubed. The atoms are treated as point dipoles, all equivalent and all perpendicular to the surface. For the moment the substrate holds them in place and does nothing else.

The field used above follows from Coulomb's law. Two opposite charges close together on the z axis have the potential φ = kpz/R³, with R² = ρ² + z² and ρ the lateral distance. The normal field is

E_z = −∂φ/∂z = −kp(1/R³ − 3z²/R⁵) = kp(2z² − ρ²)/(ρ² + z²)^(5/2).

At z = 0 this is −kp/ρ³. Directly above the dipole, at ρ = 0, it is +2kp/z³. The change of sign will matter when the substrate is a metal.

Let the lattice spacing be a. The areal density is N = 1/a², hence 1/a³ = N^(3/2). The neighbours sit at distances a√(m² + n²), with m and n integers that are not both zero. All atoms have the same moment, so the field at any site is

E = −kpSN^(3/2), S = Σ' (m² + n²)^(−3/2),

where the prime omits the origin. The response p = p0 + αE/k gives p = p0 − αSN^(3/2)p, and therefore

p = p0/(1 + SαN^(3/2)).

The number S can be estimated by hand. The four nearest neighbours contribute 4 and the four diagonal ones 4/2^(3/2) = 1.414. The remaining sites lie outside a square of half-width H = 1.5 in units of a. Replace their sum by an integral, using the eightfold symmetry of the square:

∫ dA/r³ = 8 ∫₀^(π/4) dθ ∫_(H/cos θ)^∞ dr/r² = (8/H) ∫₀^(π/4) cos θ dθ = 4√2/H.

For H = 1.5 this is 3.77, and the total is 9.19. Distant atoms thus supply about two fifths of the field, so a nearest-neighbour model would be poor.

An accurate value comes from number theory. The number of ways to write a positive integer j as m² + n², counting signs and order, is 4 Σ χ(d), summed over the divisors d of j. Here χ(d) is +1 for d = 1, 5, 9, …, −1 for d = 3, 7, 11, …, and 0 for even d. This is Jacobi's two-square theorem. Writing j = dc, where c is the complementary divisor, turns the lattice sum into a product:

S = 4 Σ_d Σ_c χ(d)(dc)^(−3/2) = 4 ζ(3/2) β(3/2) = 9.0336,

with ζ(s) = Σ c^(−s) and β(s) = Σ χ(d)d^(−s). The hand estimate was 2% too high. The depolarisation law is then

p = p0/(1 + 9.03 αN^(3/2)).

The moment is divided by the bracket. For a dilute layer, expansion gives p ≈ p0(1 − 9.03 αN^(3/2)), which is the effect of neighbours that keep their full moments. In a dense layer this first-order form fails and would even reverse the dipole, whereas the self-consistent moment keeps its sign.

The derivation assumed that all moments are equal. Whether such a layer is stable is decided by its energy. Polarising an atom away from p0 costs k(p_i − p0)²/(2α), and two parallel dipoles side by side repel with energy kp_ip_j/r_ij³. Hence

U = Σ_i k(p_i − p0)²/(2α) + ½ Σ_(i≠j) kp_ip_j/r_ij³.

Setting ∂U/∂p_i = 0 returns the response equation used above. Now add to the uniform solution a small modulation of amplitude δ, proportional to cos(q·n), where n = (m, n) labels the site and q is a dimensionless wavevector. The linear terms vanish because the uniform state is stationary. The quadratic terms are proportional to

δ²[1 + αN^(3/2)J(q)], J(q) = Σ' cos(q·n)/|n|³.

The uniform layer is stable if the bracket is positive for every q. The dangerous modulation raises one atom's moment while lowering its nearest neighbours' moments, because side-by-side dipoles have a lower energy when they are opposed. For the checkerboard, cos(q·n) is +1 when m + n is even and −1 when it is odd. The even sites form a square lattice of spacing √2, so their sum is S/2^(3/2). The odd sites supply the rest, S − S/2^(3/2). Therefore

J = 2S/2^(3/2) − S = −(1 − 1/√2)S = −2.646.

Direct summation of J on a 17 by 17 grid of wavevectors, with both components running from 0 to π, puts the lowest value at this checkerboard corner. The uniform state therefore requires

αN^(3/2) < 1/2.646 = 0.378.

At this limit the reduction factor is 1 + 1/(1 − 1/√2) = 4.41. Within the plain point-dipole model, a uniform square layer cannot be depolarised further than that. Beyond the limit the energy falls without bound as the checkerboard grows, and terms missing from the linear model must take over.

A metal substrate changes the field itself. Treat it as an ideal conductor with its image plane a distance d below the dipoles. Each dipole is taken to be neutral, with both of its charges above that plane. A positive charge above a negative one has as its image a negative charge below a positive one, so the image dipole points the same way as the original. It lies 2d below it. An atom's own image is directly underneath and produces the field +2kp/(2d)³ = kp/(4d³), which enhances the moment. The image of a neighbour produces

kp(8d² − ρ²)/(ρ² + 4d²)^(5/2),

which opposes the moment when ρ exceeds 2√2 d. Put h = 2d/a and define

I(h) = Σ' (m² + n² − 2h²)/(m² + n² + h²)^(5/2).

The images of all the neighbours then give the field −kpI(h)N^(3/2).

Let m0 be the moment that the atom would have without any image field, and α_b its polarisability volume in that situation. The response equation is

p = m0 + α_b[p/(4d³) − (S + I)N^(3/2)p].

Move the self-image term to the left and divide by 1 − α_b/(4d³):

p = p0 − α(S + I)N^(3/2)p,

p0 = m0/(1 − α_b/(4d³)), α = α_b/(1 − α_b/(4d³)).

These p0 and α are the moment and polarisability volume of a single adsorbed atom, its own image included. The division requires α_b < 4d³, otherwise even the isolated atom would be unstable in this model. The result has the old form with a new coefficient:

p = p0/(1 + KαN^(3/2)), K = S + I(2d/a).

For d much smaller than a, each term of I tends to (m² + n²)^(−3/2), so K tends to 2S = 18.07. The images double the depolarising field. If one chooses to call P = 2p the surface dipole, image included, its polarisability volume is 2α, and the coefficient 9.03 returns in front of that larger polarisability. The coefficient thus has no meaning until the dipole has been defined.

For the opposite limit a second form of I is useful. A lattice of unit charges with one charge per unit area has potential components (2π/G)exp(−Gz) at height z, where G runs over the lengths of the non-zero reciprocal lattice vectors, in units of 1/a. The factor follows from Laplace's equation and the jump 4π in the field across the sheet, with k set to 1. Replacing charges by dipoles applies −∂/∂z and gives 2π exp(−Gz). The field requires another −∂/∂z and gives 2πG exp(−Gz). The component at G = 0 has a constant potential and no field. At height h above a lattice site the total field of all image dipoles is therefore 2π Σ G exp(−Gh). The same field is the part from the image directly below, 2/h³, minus I. Hence

I(h) = 2/h³ − 2π Σ_G G exp(−Gh).

When h is large the exponentials vanish and I ≈ 2/h³, which also goes to zero. The plain coefficient 9.03 is thus recovered for dipoles held far above the metal compared with their spacing.

The change in work function shows the depolarisation directly. Averaged over the plane, the adsorbate charges form two sheets of density ±qN, a distance l apart. The field between them is qN/ε0, so the potential step is qNl/ε0 = Np/ε0. The layer is neutral, so the charge that it induces in the metal averages to zero over the plane and adds no step. With positive charge outermost, the work function falls by

W = eNp/ε0 = (ep0/ε0) N/(1 + KαN^(3/2)).

Consider first the plain law, K = S. At low density W rises in proportion to N. If the formula is continued to high density it falls as N^(−1/2), because the moments shrink faster than their number grows. Setting dW/dN = 0 gives

1 + SαN^(3/2) − (3/2)SαN^(3/2) = 0, so SαN^(3/2) = 2.

At the greatest lowering each dipole has one third of its isolated moment. This point has αN^(3/2) = 2/9.03 = 0.221 and lies inside the range that is stable against changes of the perpendicular moments. That range relies on the dipoles being held perpendicular. If the atoms could polarise equally easily along the surface, the plain layer would become unstable earlier, at αN^(3/2) = 0.196, against in-plane moments that lie head to tail along rows and reverse from one row to the next.

For a numerical case take p0 = 4 D, α = 15 Å³ and d = 1.5 Å, round values in the rough regime of alkali adatoms on a metal. At N = 4 × 10¹⁴ cm⁻², or 0.04 Å⁻², the spacing is a = 5 Å. The coupling is αN^(3/2) = 15/125 = 0.12. The plain law gives

1 + 9.03 × 0.12 = 2.08, p = 4 D/2.08 = 1.92 D.

Without depolarisation the work function would fall by 6.03 eV. Division by 2.08 leaves 2.89 eV.

Now include the images. The stated α already contains the self-image, and inverting its definition gives α_b = α/(1 + α/(4d³)) = 7.1 Å³, safely below 4d³ = 13.5 Å³. This α_b is an effective parameter. Free neutral lithium and sodium atoms have polarisability volumes above 20 Å³, for which the point-image model would fail at this height. With h = 3/5 = 0.6, the image below contributes 2/h³ = 9.26 and the reciprocal sum subtracts 5.07, so I = 4.19 and K = 13.225. Then

1 + 13.225 × 0.12 = 2.59, p = 1.55 D, W = 2.33 eV.

The plain law overestimates the lowering by 24% of the image-corrected value. With p0, α and d held fixed, the two laws compare as follows.

N = 1 × 10¹⁴ cm⁻²: W = 1.33 eV plain, 1.21 eV with images
N = 2 × 10¹⁴ cm⁻²: W = 2.18 eV plain, 1.84 eV with images
N = 6 × 10¹⁴ cm⁻²: W = 3.02 eV plain, 2.46 eV with images

The plain maximum is 3.02 eV at 6.0 × 10¹⁴ cm⁻². A numerical search with images finds 2.48 eV at 7.3 × 10¹⁴ cm⁻², where the reduction factor is 4.46. It may seem odd that a stronger interaction moves the maximum to higher density. The reason is that K is not constant: dividing the undepolarised lowering, 6.03 eV × N/(4 × 10¹⁴ cm⁻²), by the values of W listed above gives the factor 1 + KαN^(3/2), and from it one finds that K falls from about 16 at 1 × 10¹⁴ cm⁻² to 12 at 6 × 10¹⁴ cm⁻², as h grows. Write x = KαN^(3/2) and let s = d ln x/d ln N. The maximum of N/(1 + x) then satisfies 1 + x = sx, or x = 1/(s − 1). Constant K means s = 3/2 and x = 2. Here x = 3.46, hence s = 1.29, and the slower growth of the coupling postpones the maximum. The factor 4.46 does not violate the earlier bound of 4.41, which belongs to the plain model. With the image interaction included, the stability bracket on the same grid of wavevectors has the smallest value 0.37 at this density and remains positive.

Real dipoles have length. Let charges ±q be separated by l, and let r = √(ρ² + l²). A neighbour's potential is kq(1/ρ − 1/r) at the upper charge and the negative of this at the lower one. The mean field along the dipole is the potential difference divided by −l:

E = −(2kp/l²)(1/ρ − 1/r) = −2kp/[ρr(ρ + r)].

It tends to −kp/ρ³ for small l. Summed over the lattice with l = 1.5 Å and a = 5 Å, it lowers S by 3.6%, a small change beside that due to the images.

Thermal vibration acts the other way. Suppose that each atom moves independently in the plane with mean square displacement u² along each direction. The separation of two atoms then fluctuates with variance 2u² per direction. To second order the mean of ρ^(−3) changes by

½ × 2u² × ∇²ρ^(−3) = 9u²ρ^(−5).

For an assumed lateral spring constant κ = 0.5 eV/Å² at 300 K, u = √(k_BT/κ) = 0.23 Å, where k_B is Boltzmann's constant. Summing over the lattice raises S by 1.05%. This measures the change in the mean field of equal dipoles and leaves out correlated motion.

Loss of order is more serious. Let atoms occupy at random a fraction θ of substrate sites that form a square lattice of spacing b. Each neighbouring site is filled with probability θ, so the mean sum of 1/r³ is θS/b³. Since N = θ/b², we have b^(−3) = N^(3/2)θ^(−3/2), and

θS/b³ = Sθ^(−1/2)N^(3/2).

At fixed b the depolarisation now starts in proportion to N instead of N^(3/2), since random filling allows close pairs at any coverage. For θ = 1/4 the effective coefficient is 2S = 18.07, twice that of an ordered square layer of equal density. This statement holds to first order in α. At stronger coupling the moments differ from atom to atom, and the mean sum no longer determines the mean moment. In the plain example at 1 × 10¹⁴ cm⁻², quarter filling would raise the first-order loss of moment from about 14% to 27%. Solving for all the moments together gives smaller losses, 12% for the ordered layer and about 21% for the random one.

Alkali layers on metals, used to ease electron emission, are the natural real case. Their isolated moments are typically several debye, and they lower the work function by a few electronvolts, more on metals whose clean work function is high, so the example has the right scale. Its densities need more caution. Heavy alkali atoms touch at a spacing of roughly 5 Å, which the example reaches at 4 × 10¹⁴ cm⁻². Both calculated maxima lie at closer spacings, about 4.1 Å and 3.7 Å, so for such atoms they are properties of the formula and do not predict an optimum coating. The assumption of separate, linearly polarisable atoms breaks down there, and this model cannot say how far that moves the number. The ideal image plane is itself an approximation, and the 24% found above shows how much the substrate's response matters. Thermionic emitters also run far above 300 K, where atoms may hop and the order assumed here may be lost.

Linear response is already strained at 5 Å. The plain law gives the depolarising field

SkpN^(3/2) = 4.2 V/nm,

which changes an electron's potential energy by 0.62 eV over the height d. That is comparable with the width of an alkali valence level near a metal, roughly an electronvolt. The field points towards the surface and drives electrons outward, back onto the atoms. Depolarisation is then a return of charge to the adatom, and a constant α describes it well only while the level's occupation changes in proportion to the field. Charge exchanged with the metal also alters the image correction, because the negative end of the dipole is then the metal's own screening charge. Take ions 1.5 Å above the image plane and define the moment as charge times that height. Let it respond to the mean field between the image plane and the ion, with the same p0 and α. At 4 × 10¹⁴ cm⁻² K is then 15.9 instead of 13.2, and W is 2.08 eV instead of 2.33 eV. For a square layer of point dipoles whose height above the image plane is large compared with their spacing, the coefficient 9.03 follows from geometry alone. On a metal, K and the measured or calculated response of one adsorbed atom must be used together.
